# Smaller particles and shorter wavelengths in Rayleigh scattering

## Problem

A laser inspection tool lights a small, transparent, non-magnetic sphere in air. The sphere has diameter $d$ and real refractive index $m$, and the light has vacuum wavelength $\lambda$ and irradiance $I$ (power per unit area). The particle to be found shrinks from 40 nm to 20 nm, and the laser is changed from 266 nm to 193 nm to compensate. The index $m=1.50$ and the irradiance $I=10^4$ W/cm² stay fixed.

(a) By what factor does the scattered power fall when the diameter is halved at 266 nm?

(b) By what factor does the change of wavelength raise it again?

(c) What wavelength would restore the power completely, if $m$ and $I$ could still be held fixed?

Treat the sphere as isolated and much smaller than the wavelength, both outside and inside it: $\pi d/\lambda\ll1$ and $m\pi d/\lambda\ll1$.

## A tempting solution

"Only the ratio of size to wavelength can matter, so the power depends on $x=\pi d/\lambda$ alone. Rayleigh scattering goes as the sixth power of the diameter, hence $P\propto x^6\propto(d/\lambda)^6$. Halving $d$ costs $2^6=64$. The shorter wavelength gives back $(266/193)^6=1.3782^6\approx6.9$. Full recovery needs half the wavelength, 133 nm."

The answer to (a) is right, but the other two are wrong.

## Where it fails

Scattered power is irradiance times an area, $P=I\sigma$, where $\sigma$ is the scattering cross-section. A function of $x$ alone has no dimension and cannot be an area. At fixed $m$, dimensional analysis allows

$$\sigma=d^2f(x).$$

If $\sigma\propto d^6$ at fixed wavelength, then $f\propto x^4$, and

$$\sigma\propto d^2\left(\frac d\lambda\right)^4=\frac{d^6}{\lambda^4}.$$

Two of the six powers of $d$ belong to the area and bring no wavelength with them. Shrinking $d$ and $\lambda$ together keeps $x$ fixed, but the target still becomes smaller.

This argument took the sixth power as given. The physics below supplies it.

## Solution

**The induced dipole.** Let $a=d/2$. Across a sphere much smaller than the wavelength the applied field is nearly uniform, with peak amplitude $E$, so the field near the sphere can be found as in electrostatics. With $\theta$ measured from the field direction, try the potentials

$$\phi_{\rm in}=-Ar\cos\theta,\qquad
\phi_{\rm out}=-Er\cos\theta+\frac{p\cos\theta}{4\pi\varepsilon_0r^2},$$

where $p$ is the induced dipole moment. Define $b=p/(4\pi\varepsilon_0a^3)$. Continuity of the potential at $r=a$ gives

$$-Aa=-Ea+ba\quad\Rightarrow\quad A=E-b.$$

The relative permittivity of the sphere is $m^2$. Since $-\partial\phi_{\rm out}/\partial r=(E+2b)\cos\theta$ at the surface, continuity of the normal component of $\mathbf D$ gives

$$m^2A=E+2b.$$

Insert $A=E-b$ and collect terms:

$$(m^2-1)E=(m^2+2)b,$$

$$p=4\pi\varepsilon_0a^3L\,E,\qquad L=\frac{m^2-1}{m^2+2}.$$

The dipole is proportional to the volume of the sphere. It vanishes for $m=1$, as it must when the sphere matches the air.

**The radiated power.** Let all fields vary as $e^{-i\omega t}$, with $k=\omega/c=2\pi/\lambda$. An oscillating dipole is a small current element of strength $\dot{\mathbf p}=-i\omega\mathbf p$, and its retarded vector potential is

$$\mathbf A_{\rm v}=-\frac{i\omega\mu_0}{4\pi}\,\mathbf p\,\frac{e^{ikr}}r.$$

Far away, the curl acts on the rapidly varying phase and becomes $ik\,\hat{\mathbf r}\times$. The magnetic amplitude is therefore $\mu_0\omega kp\sin\theta/(4\pi r)$. The electric amplitude is $c$ times this. With $\omega=ck$ and $\mu_0c^2=1/\varepsilon_0$,

$$|E_{\rm rad}|=\frac{k^2p\sin\theta}{4\pi\varepsilon_0r}.$$

The time-averaged energy flux is $\tfrac12\varepsilon_0c|E_{\rm rad}|^2$. Over a large sphere, $\int\sin^2\theta\,d\Omega=2\pi\cdot\tfrac43=8\pi/3$, so

$$P=\frac{\varepsilon_0c}{2}\,\frac{k^4p^2}{16\pi^2\varepsilon_0^2}\,\frac{8\pi}{3}
=\frac{ck^4p^2}{12\pi\varepsilon_0}.$$

**The cross-section.** The incident irradiance is $I=\tfrac12\varepsilon_0cE^2$. Dividing,

$$\sigma=\frac PI=\frac{ck^4(4\pi\varepsilon_0a^3LE)^2}{12\pi\varepsilon_0}\,\frac{2}{\varepsilon_0cE^2}
=\frac{8\pi}{3}k^4a^6L^2.$$

With $k^4=16\pi^4/\lambda^4$ and $a^6=d^6/64$,

$$\boxed{\sigma=\frac{2\pi^5}{3}\,\frac{d^6}{\lambda^4}\,L^2.}$$

The sixth power of $d$ is the square of a volume, because the dipole grows as the volume and power goes as the dipole squared. The fourth power of $1/\lambda$ is the square of the factor $k^2$ in the radiated field.

**The answers.** At fixed $I$ and $m$,

$$\frac{P_2}{P_1}=\left(\frac{d_2}{d_1}\right)^6\left(\frac{\lambda_1}{\lambda_2}\right)^4.$$

(a) Halving the diameter divides the power by $2^6=64$.

(b) The new laser multiplies it by $(266/193)^4=1.3782^4\approx3.61$. Both changes together leave the power lower by $64/3.61\approx17.7$.

(c) Full recovery requires $(\lambda_1/\lambda_2)^4=64$, or

$$\lambda_2=\frac{266\ \text{nm}}{64^{1/4}}\approx94\ \text{nm}.$$

This last answer is arithmetic at fixed index, not a proposal for a tool: silica and air both absorb strongly at such a wavelength.

The law can also be read at equal power. Then $d^6/\lambda^4$ is constant and $d\propto\lambda^{2/3}$. The change of laser lets a sphere of $0.807\times40\approx32.3$ nm scatter as much as the 40 nm sphere did, which is well short of 20 nm.

## Powers and photons

For $m=1.50$, $L=1.25/4.25=0.2941$. The 40 nm sphere at 266 nm has $\sigma=14.44$ nm². Since 1 nm² is $10^{-14}$ cm²,

$$P=10^4\times14.44\times10^{-14}\ \text{W}\approx1444\ \text{pW}.$$

A photon carries energy $hc/\lambda$, so the number scattered in a dwell time $\tau$ is $N=P\tau\lambda/(hc)$. For $\tau=1$ µs:

| Sphere | Laser | $\sigma$ (nm²) | $P$ (pW) | $N$ |
|---|---|---:|---:|---:|
| 40 nm | 266 nm | 14.44 | 1444 | 1933 |
| 20 nm | 266 nm | 0.226 | 22.6 | 30 |
| 20 nm | 193 nm | 0.814 | 81.4 | 79 |

The photon number rises less than the power, because each 193 nm photon carries more energy. One factor of $\lambda_1/\lambda_2$ is lost, and the gain in counts is $1.3782^3\approx2.62$. These are mean numbers of scattered photons. A detector that collects part of the light, or misses some photons, records fewer.

## Finite size and changing index

The size parameters $\pi d/\lambda$ in the table are 0.472, 0.236 and 0.326, which are not extremely small. The Mie series solves Maxwell's equations for a sphere of any size. Summed numerically through its first six orders for these spheres, it gives a loss of 64.4 on halving the diameter and a gain of 3.62 from the wavelength. Finite size therefore hardly changes the answers here.

The fixed index matters more. Silica has an index of roughly 1.50 at 266 nm and roughly 1.56 at 193 nm. The extra gain is the ratio of the two values of $L^2$:

$$\left(\frac{1.56^2-1}{1.56^2+2}\right)^2\Big/\,0.2941^2\approx1.21.$$

The total gain for an isolated silica sphere becomes $3.608\times1.209\approx4.4$, still far below 64.

## The particle on a silicon wafer

The diameters, wavelengths and silica-like index are in the regime of deep-ultraviolet wafer inspection; the irradiance and dwell time are round model values. Such inspection does not satisfy the assumption of isolation, since the particle lies on a reflecting surface.

To estimate the effect, place the dipole at the sphere's centre, a height $d/2$ above silicon. Light arriving at angle $\theta$ from the normal meets its own reflection there with a phase delay $\delta=kd\cos\theta$. Let $r_s$ be the reflection coefficient of the electric field in s polarization, and $r_p$ that of the magnetic field in p polarization. Let $\varepsilon$ be the relative permittivity of silicon and $q=\sqrt{\varepsilon-\sin^2\theta}$. Matching the tangential fields at the surface gives $1+r=t$ in both cases, where $t$ is the transmitted amplitude, together with $\cos\theta(1-r_s)=qt$ or $\cos\theta(1-r_p)=(q/\varepsilon)t$. Hence

$$r_s=\frac{\cos\theta-q}{\cos\theta+q},\qquad
r_p=\frac{\varepsilon\cos\theta-q}{\varepsilon\cos\theta+q}.$$

For unit incident amplitude, the field at the particle is

$$\begin{aligned}
\text{s:}\quad&1+r_se^{i\delta}\ \text{(horizontal)},\\
\text{p:}\quad&\cos\theta\,(1-r_pe^{i\delta})\ \text{(horizontal)},\quad
\sin\theta\,(1+r_pe^{i\delta})\ \text{(vertical)}.
\end{aligned}$$

The minus sign arises because reflection reverses the vertical part of the propagation direction, and with it the horizontal electric field belonging to a given magnetic field.

By reciprocity, the same factors, taken at the angle of observation, govern the light sent upward. Let $u_h$ and $u_v$ be the horizontal and vertical driving fields at the angle of incidence. Averaging over azimuth removes the cross term and gives the horizontal terms a factor $\tfrac12$. Dividing by the free-dipole integral $8\pi/3$ gives the upward power relative to the total power of the isolated sphere:

$$\begin{aligned}
F=\frac34\int_0^{\pi/2}\!\sin\theta\,\Big[&|u_v|^2\sin^2\theta\,|1+r_pe^{i\delta}|^2\\
&+\frac{|u_h|^2}{2}\big(\cos^2\theta\,|1-r_pe^{i\delta}|^2+|1+r_se^{i\delta}|^2\big)\Big]d\theta.
\end{aligned}$$

Take incidence at 70° and rough silicon indices of $2.0+4.4i$ at 266 nm and $0.9+2.8i$ at 193 nm, with $\varepsilon$ the square of the index. The particle index stays at 1.50. Numerical quadrature gives:

| Polarization | $F$: 40 nm, 266 nm | $F$: 20 nm, 266 nm | $F$: 20 nm, 193 nm |
|---|---:|---:|---:|
| p | 1.15 | 1.45 | 0.62 |
| s | 0.062 | 0.013 | 0.060 |

In p polarization the loss on halving the diameter is $64\times1.148/1.452\approx51$, and the gain from the wavelength is $3.608\times0.619/1.452\approx1.5$. In s polarization the corresponding factors are about 300 and 16. The p gain depends strongly on the angle of incidence: in the same model it is about 2.3 at 45° and 1.2 at 80°, and at normal incidence, where p and s coincide, it is about 15. The factor 3.6 therefore belongs to the isolated sphere and should not be carried over to a wafer unchanged. In neither polarization does the new wavelength make up the loss in this model.

A perfect mirror shows why s polarization is so sensitive. There $r_s=-1$ and $r_p=1$, so every factor for a horizontal dipole contains

$$|1-e^{i\delta}|^2=4\sin^2(\delta/2)\approx(kd\cos\theta)^2$$

for $kd\ll1$. It enters once in driving the dipole and once in emission. The power then scales as $d^6k^4\times(kd)^4=d^{10}k^8$, and halving $d$ costs $2^{10}=1024$. Silicon is an imperfect mirror, and its factor of about 300 lies between 64 and 1024. At fixed wavelength and finite $\varepsilon$, $F$ tends to a non-zero constant as $kd\to0$, so the 64-fold law returns in the limit of very small particles. In s polarization, where that constant is small, this happens only at diameters far below those considered here.

The wafer estimate treats the sphere as a point dipole. In s polarization the field varies strongly across the sphere, and its magnetic dipole and quadrupole are not negligible: using the full Mie amplitudes for the direct and reflected waves raises the s values of $F$ by 10 to 21 % and the loss from about 300 to about 330, while the gain stays near 16 and the p values move by 3 % or less. Above a perfect mirror these multipoles raise the power by a factor of about 1.6 but leave the $d^{10}k^8$ scaling intact. The estimate also leaves out the near field of the dipole's image, which in a static approximation raises $F$ by about 18 % in p and 9 % in s with little effect on the loss and gain factors, and the native oxide. Background light from surface roughness and air is also absent, so these signal factors alone do not decide whether a particle can be detected.

Numerical values quoted here were computed with a short program.
